**Concerted exchange and injected defects in silicon**

The program tests D = D_CE(1 + β_V c_V + β_I c_I) + f_V c_V D_V + f_I c_I D_I with D_CE = a²ν/8. Here a is the lattice constant, ν the exchange rate per bond, c the defect site fractions, D_V and D_I the defect diffusivities, f the correlation factors and β the direct effect of defects on exchange. It asserts that an exchange needs at least two bonds missing at once, and that a simulated permutation of a labelled crystal reproduces D_CE within 3%. Linear equations for a tracer with one mobile defect are used to assert that f_V = 1/2, that the defect terms scale with c, and that β stays of order one although defects jump 10⁵ times faster than exchanges occur. Further assertions cover a vacancy hopping at the exchange rate, the linear growth of assisted exchange, and the minimum of D under injection. For rough silicon parameters at 1273 K, the output gives exchange a share of 5.6 × 10⁻⁴ of self-diffusion. Tenfold interstitial supersaturation raises the total 8.27 times but changes D_CE by a fraction of only −1.8 × 10⁻¹⁰.

## Verification by program

```python
"""Concerted exchange (CE) in silicon self-diffusion.

Result under test: exchanging bonded atoms at rate nu per bond in a perfect
diamond crystal gives D_CE = a^2 nu / 8.  With site fractions c_V, c_I of
vacancies and interstitials,
  D = D_CE (1 + beta_V c_V + beta_I c_I) + f_V c_V D_V + f_I c_I D_I,
with beta of order one, so injected defects leave the CE term almost unchanged.
Symbols: a cubic lattice constant; D_V, D_I defect diffusivities; f_V, f_I
correlation factors; w defect jump rate; s_V, s_I supersaturations.
Lattice vectors are integers in units of a/4; model diffusivities are in a^2.
"""
import numpy as np
from scipy import constants
from scipy.optimize import minimize_scalar

PLUS = [(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)]
MINUS = [tuple(-x for x in e) for e in PLUS]
ZERO = (0, 0, 0)


def neg(e):
    return tuple(-x for x in e)


# ---------- fewest simultaneously missing bonds during an exchange ----------
def exchange_possible(max_missing):
    """Bits: 0 = A-B, 1..6 = A to six back atoms, 7..12 = B to the same six.
    A and B hold at most four bonds, each back atom at most one of these."""
    start = sum(1 << i for i in (0, 1, 2, 3, 10, 11, 12))
    target = sum(1 << i for i in (0, 4, 5, 6, 7, 8, 9))
    seen, stack = {start}, [start]
    while stack:
        pattern = stack.pop()
        for i in range(13):
            new = pattern ^ (1 << i)
            b = [(new >> j) & 1 for j in range(13)]
            valid = (b[0] + sum(b[1:7]) <= 4 and b[0] + sum(b[7:13]) <= 4
                     and all(b[j] + b[j + 6] <= 1 for j in range(1, 7)))
            if valid and 7 - sum(b) <= max_missing and new not in seen:
                seen.add(new)
                stack.append(new)
    return target in seen


missing_bonds = next(k for k in range(8) if exchange_possible(k))
assert missing_bonds == 2


# ---------- simulation: permute all atoms of a defect-free crystal ----------
def simulate_exchanges(cells, blocks, seed=7):
    """Return mean square displacement divided by 6 nu t, in a^2."""
    rng = np.random.default_rng(seed)
    period = 4 * cells
    a_sites = [(x, y, z) for x in range(0, period, 2)
               for y in range(0, period, 2) for z in range(0, period, 2)
               if (x + y + z) % 4 == 0]
    index = {p: i for i, p in enumerate(a_sites)}
    bonds = []
    for p in a_sites:
        for e in PLUS:
            q = tuple((x + y) % period for x, y in zip(p, e))
            index.setdefault(q, len(index))
            bonds.append((index[p], index[q], np.array(e, float)))
    n_sites = len(index)
    assert n_sites == 8 * cells**3
    atom_at = list(range(n_sites))
    swaps = 10 * n_sites
    total = 0.0
    for _ in range(blocks):
        moved = np.zeros((n_sites, 3))
        for k in rng.integers(len(bonds), size=swaps):
            i, j, e = bonds[k]
            moved[atom_at[i]] += e
            moved[atom_at[j]] -= e
            atom_at[i], atom_at[j] = atom_at[j], atom_at[i]
        total += np.mean(np.sum(moved**2, axis=1)) / 16
    nu_t = swaps / len(bonds)
    return total / blocks / (6 * nu_t)


D_CE_UNIT = 1 / 8
simulated_D = simulate_exchanges(5, 20)
assert abs(simulated_D / D_CE_UNIT - 1) < 0.03   # sampling error about 0.6 %


# ---------- exact tracer diffusivity with one mobile defect ----------
def events(kind, state, period, w, nu, boost):
    """State: tracer site class (0, 1 lattice; 2, 3 interstitial) and the
    defect position relative to the tracer.  Returns (state, step, rate)."""
    def add(u, v):
        return tuple((x + y) % period for x, y in zip(u, v))

    def touches(u):
        return all(x in (1, period - 1) for x in u)

    t, q = state
    here = (t - sum(q)) % 4
    out = []
    if kind == "vacancy":
        for e in (PLUS if here == 0 else MINUS):
            site = add(q, e)
            if site == ZERO:
                out.append(((here, add(ZERO, e)), neg(e), w))
            else:
                out.append(((t, site), ZERO, w))
    else:
        inward, outward = (MINUS, PLUS) if here == 2 else (PLUS, MINUS)
        for e in inward:              # interstitial replaces a lattice atom
            site = add(q, e)
            for g in inward:          # which leaves by another direction
                if g == e:
                    continue
                if t >= 2:
                    out.append(((3 - here, add(ZERO, neg(g))), e, w))
                elif site == ZERO:
                    out.append(((here, ZERO), neg(g), w))
                else:
                    out.append(((t, add(site, neg(g))), ZERO, w))
        for e in outward:             # direct hop between interstices
            if t >= 2:
                out.append(((5 - here, ZERO), e, w))
            else:
                out.append(((t, add(q, e)), ZERO, w))
    if t < 2:                         # concerted exchange of the tracer
        for e in (PLUS if t == 0 else MINUS):
            if kind == "vacancy" and add(ZERO, e) == q:
                continue
            after = add(q, neg(e))
            near = kind == "interstitial" and (touches(q) or touches(after))
            out.append(((1 - t, after), e, nu * (boost if near else 1.0)))
    return out


def tracer_D(kind, cells, w, nu, boost=1.0):
    period = 4 * cells
    first = (0, (1, 1, 1)) if kind == "vacancy" else (2, ZERO)
    index, order, edges = {first: 0}, [first], []
    for i, state in enumerate(order):     # the list grows during the search
        for new, step, rate in events(kind, state, period, w, nu, boost):
            if new not in index:
                index[new] = len(order)
                order.append(new)
            edges.append((i, index[new], step[0], rate))
    n = len(order)
    expected = 16 * cells**3 + (-2 if kind == "vacancy" else 2)
    assert n == expected
    i, j, dx, rate = (np.array(c) for c in zip(*edges))
    generator = np.zeros((n, n))          # minus the Markov generator
    np.add.at(generator, (i, j), -rate)
    np.add.at(generator, (i, i), rate)
    assert np.allclose(generator, generator.T)    # detailed balance
    drift = np.bincount(i, weights=rate * dx, minlength=n)
    corrector = np.linalg.solve(generator[1:, 1:], drift[1:])
    return (0.5 * np.sum(rate * dx**2) - drift[1:] @ corrector) / n / 16


# A vacancy hopping at the exchange rate is equivalent to one more atom.
assert abs(tracer_D("vacancy", 4, 1.0, 1.0) / D_CE_UNIT - 1) < 1e-9

W = 1.0e5                                 # defect jump rate over CE rate
kicks = [(e[0] - g[0])**2 for e in PLUS for g in PLUS if e != g]
defect_D = {"vacancy": 0.5 * sum(e[0]**2 for e in PLUS) / 16,
            "interstitial": 0.5 * (sum(kicks)
                                   + sum(e[0]**2 for e in PLUS)) / 16}
sizes = (4, 5)
f, beta, ce_part = {}, {}, {}
for kind in defect_D:
    f_cell, beta_cell = [], []
    for cells in sizes:
        n_sites = 8 * cells**3
        without = tracer_D(kind, cells, W, 0.0)
        with_ce = tracer_D(kind, cells, W, 1.0)
        f_cell.append(n_sites * without / (W * defect_D[kind]))
        ratio = (with_ce - without) / D_CE_UNIT
        beta_cell.append(n_sites * (ratio - 1))
        ce_part[kind, n_sites] = ratio
    assert abs(f_cell[0] / f_cell[1] - 1) < 0.02  # defect term goes as c
    assert abs(beta_cell[0] - beta_cell[1]) < 0.1 + 0.05 * abs(beta_cell[1])
    assert abs(beta_cell[1]) < 20                 # of order one, not of w/nu
    n1, n2 = (8 * m**3 for m in sizes)
    f[kind] = (n2 * f_cell[1] - n1 * f_cell[0]) / (n2 - n1)
    beta[kind] = beta_cell[1]
assert abs(f["vacancy"] - 0.5) < 0.003
assert 0 < f["interstitial"] < 1

# Exchanges next to an interstitial made faster by a factor r.
plain = tracer_D("interstitial", 4, W, 1.0)
kappas = [512 * (tracer_D("interstitial", 4, W, 1.0, r) - plain)
          / D_CE_UNIT / (r - 1) for r in (11.0, 101.0)]
assert abs(kappas[0] / kappas[1] - 1) < 0.05 and kappas[1] > 0
kappa = kappas[1]

# ---------- worked example: silicon, rough typical parameters ----------
T = 1273.0
kT = constants.k * T / constants.e        # eV
a_cm = 5.43e-8
site_density = 8 / a_cm**3
barrier, entropy_k, attempt = 4.5, 3.0, 1.0e13
bond_energy = 4.6 / 2                     # cohesive energy over two bonds
nu = attempt * np.exp(entropy_k - barrier / kT)
D_CE = a_cm**2 * nu / 8
E_form = {"vacancy": 3.7, "interstitial": 3.8}
S_form = {"vacancy": 8.0, "interstitial": 10.0}
D_pre = {"vacancy": 1.0e-3, "interstitial": 1.0e-1}
E_mig = {"vacancy": 0.5, "interstitial": 1.0}
c = {k: np.exp(S_form[k] - E_form[k] / kT) for k in f}
D_def = {k: D_pre[k] * np.exp(-E_mig[k] / kT) for k in f}
part = {k: f[k] * c[k] * D_def[k] for k in f}
D_eq = D_CE + sum(part.values())
phi_V, phi_I = part["vacancy"] / D_eq, part["interstitial"] / D_eq
phi_CE = D_CE / D_eq


def injected(s_I):
    """Total D over its equilibrium value when s_I s_V = 1."""
    return phi_I * s_I + phi_V / s_I + phi_CE


def ce_shift(s_I):
    return (beta["interstitial"] * c["interstitial"] * (s_I - 1)
            + beta["vacancy"] * c["vacancy"] * (1 / s_I - 1))


search = minimize_scalar(lambda x: injected(np.exp(x)), bounds=(-8, 8),
                         method="bounded", options={"xatol": 1e-9})
floor = phi_CE + 2 * np.sqrt(phi_I * phi_V)
assert abs(search.fun / floor - 1) < 1e-8
assert abs(ce_shift(10.0)) < 1e-6 and abs(ce_shift(0.1)) < 1e-6

c_inj = 10 * c["interstitial"]
lowering = 1.0
assisted = kappa * c_inj * np.expm1(lowering / kT)
lowering_1pc = kT * np.log1p(0.01 / (kappa * c_inj))
elastic = 1.0e11 * (a_cm * 1e-2)**3 / 8 * c_inj / (constants.k * T)
charge_ratio = c_inj * site_density / 1.0e19
tunnelling = (constants.h * attempt / (constants.k * T))**2 / 24
barrier_factor = np.exp(0.3 / kT)
barrier_equal = barrier - kT * np.log((D_eq - D_CE) / D_CE)
w_V = D_def["vacancy"] / (defect_D["vacancy"] * a_cm**2)
w_I = D_def["interstitial"] / (defect_D["interstitial"] * a_cm**2)
assert min(w_V, w_I) / nu > W             # real case lies beyond the test
c_limit = 0.01 / max(abs(b) for b in beta.values())
day = 86400.0

print("MODEL TESTS")
print(f"fewest bonds missing at once: {missing_bonds} of 7")
print(f"simulated D_CE/(a^2 nu): {simulated_D:.4f}; formula {D_CE_UNIT:.4f}")
print(f"defect jump rate / exchange rate in chain: {W:.0e}")
for (kind, n_sites), ratio in ce_part.items():
    print(f"CE part / D_CE, one {kind} per {n_sites} sites: {ratio:.5f}")
print(f"f_V: {f['vacancy']:.4f}")
print(f"f_I (stated jump model): {f['interstitial']:.4f}")
print(f"beta_V: {beta['vacancy']:.3f}")
print(f"beta_I: {beta['interstitial']:.3f}")
print(f"kappa for assisted exchange: {kappa:.2f}")
print("SILICON INPUTS (rough typical values)")
print(f"T: {T:.0f} K; kT: {kT:.4f} eV; a: {a_cm * 1e7:.3f} nm")
print(f"CE barrier: {barrier} eV; entropy: {entropy_k} k")
print(f"attempt frequency: {attempt:.1e} 1/s")
print(f"bond energy: {bond_energy:.2f} eV")
print(f"two missing bonds: {missing_bonds * bond_energy:.1f} eV")
print(f"six missing bonds: {6 * bond_energy:.1f} eV")
for k in f:
    print(f"{k}: formation {E_form[k]} eV, {S_form[k]} k")
    print(f"{k}: migration {E_mig[k]} eV, prefactor {D_pre[k]:.0e} cm2/s")
print("SILICON RESULTS")
print(f"exchange rate per bond: {nu:.3e} 1/s")
print(f"mean wait of an atom, 1/(4 nu): {1 / (4 * nu):.0f} s")
print(f"D_CE: {D_CE:.3e} cm2/s")
print(f"CE length sqrt(2 D t) in 24 h: {np.sqrt(2*D_CE*day)*1e7:.2f} nm")
for k in f:
    print(f"{k}: site fraction {c[k]:.2e}, D {D_def[k]:.2e} cm2/s")
    print(f"{k}: density {c[k] * site_density:.2e} 1/cm3")
    print(f"{k} part of self-diffusion: {part[k]:.3e} cm2/s")
print(f"total D at equilibrium: {D_eq:.3e} cm2/s")
print(f"shares I, V, CE: {phi_I:.4f}, {phi_V:.4f}, {phi_CE:.2e}")
for s in (10.0, 0.1):
    print(f"s_I={s:g}, s_V={1/s:g}: D/D_eq {injected(s):.3f}, "
          f"relative CE shift {ce_shift(s):.1e}")
print(f"lowest D/D_eq: {floor:.4f} at s_I = {np.exp(search.x):.3f}")
print(f"barrier for CE to equal defect terms: {barrier_equal:.2f} eV")
print("NEGLECTED EFFECTS (relative change of D_CE unless stated)")
print(f"site fraction for 1 % direct CE change: {c_limit:.1e}")
print(f"assisted exchange, barrier {lowering} eV lower: {assisted:.1e}")
print(f"barrier lowering for 1 % assisted gain: {lowering_1pc:.2f} eV")
print(f"elastic (100 GPa, one atomic volume each): {elastic:.1e}")
print(f"defects / intrinsic carriers (1e19 1/cm3): {charge_ratio:.1e}")
print(f"tunnelling correction: {tunnelling:.4f}")
print(f"factor in D_CE for 0.3 eV barrier error: {barrier_factor:.1f}")
print(f"vacancy, interstitial jump / CE rate: {w_V/nu:.1e}, {w_I/nu:.1e}")
print("every check passed")
```

It prints:

```
MODEL TESTS
fewest bonds missing at once: 2 of 7
simulated D_CE/(a^2 nu): 0.1254; formula 0.1250
defect jump rate / exchange rate in chain: 1e+05
CE part / D_CE, one vacancy per 512 sites: 1.00078
CE part / D_CE, one vacancy per 1000 sites: 1.00040
CE part / D_CE, one interstitial per 512 sites: 0.99812
CE part / D_CE, one interstitial per 1000 sites: 0.99903
f_V: 0.5000
f_I (stated jump model): 0.7629
beta_V: 0.402
beta_I: -0.965
kappa for assisted exchange: 8.08
SILICON INPUTS (rough typical values)
T: 1273 K; kT: 0.1097 eV; a: 0.543 nm
CE barrier: 4.5 eV; entropy: 3.0 k
attempt frequency: 1.0e+13 1/s
bond energy: 2.30 eV
two missing bonds: 4.6 eV
six missing bonds: 13.8 eV
vacancy: formation 3.7 eV, 8.0 k
vacancy: migration 0.5 eV, prefactor 1e-03 cm2/s
interstitial: formation 3.8 eV, 10.0 k
interstitial: migration 1.0 eV, prefactor 1e-01 cm2/s
SILICON RESULTS
exchange rate per bond: 3.072e-04 1/s
mean wait of an atom, 1/(4 nu): 814 s
D_CE: 1.132e-19 cm2/s
CE length sqrt(2 D t) in 24 h: 1.40 nm
vacancy: site fraction 6.70e-12, D 1.05e-05 cm2/s
vacancy: density 3.35e+11 1/cm3
vacancy part of self-diffusion: 3.513e-17 cm2/s
interstitial: site fraction 1.99e-11, D 1.10e-05 cm2/s
interstitial: density 9.94e+11 1/cm3
interstitial part of self-diffusion: 1.668e-16 cm2/s
total D at equilibrium: 2.021e-16 cm2/s
shares I, V, CE: 0.8256, 0.1738, 5.60e-04
s_I=10, s_V=0.1: D/D_eq 8.274, relative CE shift -1.8e-10
s_I=0.1, s_V=10: D/D_eq 1.821, relative CE shift 4.2e-11
lowest D/D_eq: 0.7582 at s_I = 0.459
barrier for CE to equal defect terms: 3.68 eV
NEGLECTED EFFECTS (relative change of D_CE unless stated)
site fraction for 1 % direct CE change: 1.0e-02
assisted exchange, barrier 1.0 eV lower: 1.5e-05
barrier lowering for 1 % assisted gain: 1.72 eV
elastic (100 GPa, one atomic volume each): 2.3e-08
defects / intrinsic carriers (1e19 1/cm3): 9.9e-07
tunnelling correction: 0.0059
factor in D_CE for 0.3 eV barrier error: 15.4
vacancy, interstitial jump / CE rate: 9.3e+13, 1.1e+13
every check passed
```
